# Transport and quantum lifetimes with remote donors in a modulation-doped layer

Suppose the mobility of a modulation-doped electron layer is measured, a scattering time is extracted from it, and that time is used to predict how sharp the electron states are. For the layer worked out below, the predicted level width would be too small by a factor of about 150. The mobility measures how long an electron keeps its direction, the transport lifetime $\tau_{tr}$. The level width measures how long it stays in one momentum state, the quantum lifetime $\tau_q$. Donors set back by a spacer of thickness $d$ deflect electrons often but weakly, and the two times separate by a factor of order $(k_Fd)^2$, where $k_F$ is the Fermi wavenumber, provided $k_Fd\gg1$, the spacer is not thin compared with the screening length, and uncorrelated remote donors limit both times.

## The estimate

Seen from a distance $d$, the potential of a donor is smooth on the scale $d$. It transfers momenta $q\sim 1/d$, so an electron of momentum $k_F$ turns through an angle $\theta\sim 1/(k_Fd)$, which is small when $k_Fd\gg1$. The deflections have random signs, so after $N$ collisions the mean square angle is $N\theta^2$. The direction is lost when this reaches order one, at $N\sim(k_Fd)^2$. Since collisions come at intervals $\tau_q$,

$$\frac{\tau_{tr}}{\tau_q}\sim (k_Fd)^2 .$$

The derivation below supplies the coefficient and the conditions.

## Model and screened potential

The layer has zero thickness, one occupied subband, spin degeneracy 2 and temperature zero. The donors lie in a sheet at distance $d$, at random uncorrelated positions, with areal density $n_i$. Scattering is treated in the Born approximation and screening in the static random-phase approximation. Units are effective Hartree units, $\hbar=m=e^2/\kappa=1$, with $m$ the effective mass and $\kappa$ the dielectric constant. The length unit is $a^*=a_0\kappa/m$, with $m$ here in electron masses, and the Fermi velocity equals $k_F$.

**Bare potential.** The in-plane Fourier component $\phi(z)$ of the potential of a unit charge at $z=0$ obeys $(\partial_z^2-q^2)\phi=-4\pi\delta(z)$. The decaying solution is $\phi=2\pi e^{-q|z|}/q$, so the layer feels $2\pi e^{-qd}/q$. The sign, attractive for electrons, drops out of the rates.

**Screening.** The static density response is

$$\chi(q)=2\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .$$

Substituting $\mathbf k\to-\mathbf k-\mathbf q$ in the second term makes it equal to the first. With $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=q^2/2+qk\cos\varphi$,

$$\chi(q)=\frac1{\pi^2}\int_0^{k_F}\!k\,dk\;\mathrm{P}\!\!\int_0^{2\pi}\!\frac{d\varphi}{q^2/2+qk\cos\varphi}.$$

The principal-value angular integral is zero for $k>q/2$ and equals $2\pi/\big(q\sqrt{q^2/4-k^2}\big)$ for $k<q/2$. For $q\le2k_F$ the radial integral therefore stops at $q/2$:

$$\chi=\frac{2}{\pi q}\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2/4-k^2}}=\frac{2}{\pi q}\cdot\frac q2=\frac1\pi .$$

Elastic collisions on the Fermi circle have $q\le2k_F$, so this constant serves for all of them. The total potential obeys $V=2\pi e^{-qd}/q-(2\pi/q)\chi V$, which gives

$$V(q)=\frac{2\pi e^{-qd}}{q+q_s},\qquad q_s=2 .$$

## The two rates

For uncorrelated donors the squared matrix elements add. The golden rule gives

$$\frac1{\tau_q}=2\pi n_i\int\!\frac{d^2k'}{(2\pi)^2}\,V^2\,\delta\!\left(\tfrac{k'^2}{2}-\tfrac{k_F^2}{2}\right)=\frac{n_i}{\pi}\int_0^\pi V^2\,d\theta ,$$

because $k'dk'=d(k'^2/2)$ and the two signs of $\theta$ contribute equally. Here $q=2k_F\sin(\theta/2)$.

For transport, let a weak field along $x$ change the occupation at angle $\alpha$ on the Fermi circle by $g(\alpha)$. The drive is proportional to $\cos\alpha$, and in the steady state it balances the collision term

$$\int_{-\pi}^{\pi}w(\theta)\,[g(\alpha)-g(\alpha+\theta)]\,d\theta,\qquad w=\frac{n_iV^2}{2\pi}.$$

Try $g=A\cos\alpha$ and expand $\cos(\alpha+\theta)=\cos\alpha\cos\theta-\sin\alpha\sin\theta$. The sine term integrates to zero because $w$ is even. What remains is $A\cos\alpha\int w(1-\cos\theta)\,d\theta$, so the trial form is a solution, with relaxation rate

$$\frac1{\tau_{tr}}=\frac{n_i}{\pi}\int_0^\pi V^2(1-\cos\theta)\,d\theta,\qquad 1-\cos\theta=2\sin^2\frac\theta2=\frac{q^2}{2k_F^2}.$$

## Strong screening: the coefficient 4

Let $k_Fd\gg1$ and $q_sd\gg1$. The factor $e^{-2qd}$ in $V^2$ confines $q$ to about $1/d$, so $d\theta\approx dq/k_F$, the upper limit can go to infinity, and $V\approx(2\pi/q_s)e^{-qd}=\pi e^{-qd}$. Then

$$\frac1{\tau_q}=\frac{\pi n_i}{k_F}\int_0^\infty e^{-2qd}dq=\frac{\pi n_i}{2k_Fd},$$

$$\frac1{\tau_{tr}}=\frac{\pi n_i}{k_F}\,\frac1{2k_F^2}\int_0^\infty q^2e^{-2qd}dq=\frac{\pi n_i}{2k_F^3}\cdot\frac{2}{(2d)^3}=\frac{\pi n_i}{8k_F^3d^3},$$

$$\boxed{\frac{\tau_{tr}}{\tau_q}=4(k_Fd)^2}$$

This is the random walk with its factors in place. With weight $e^{-2qd}$, $\langle q^2\rangle=2/(2d)^2=1/(2d^2)$, so $\langle\theta^2\rangle=1/(2k_F^2d^2)$. Each collision removes on average a fraction $\langle1-\cos\theta\rangle\approx\langle\theta^2\rangle/2$ of the forward momentum, and $2/\langle\theta^2\rangle=4(k_Fd)^2$.

**Larger angles.** Put $u=\sin(\theta/2)$, so that $d\theta=2du/\sqrt{1-u^2}\approx2(1+u^2/2)\,du$, and $a=4k_Fd$. With the upper limit taken to infinity, and through the first correction in $1/a^2$, the integrals of $e^{-au}$ without and with the weight $2u^2$ are

$$\frac2a\left(1+\frac1{a^2}\right),\qquad \frac8{a^3}\left(1+\frac6{a^2}\right).$$

Their ratio is $\frac{a^2}{4}(1-5/a^2)=4(k_Fd)^2-\frac54$, with a remainder of order $(k_Fd)^{-2}$.

## Finite screening

Keep $1/(q+q_s)^2$, still at small angles, and set $x=2qd$, $\sigma=2q_sd$. Define

$$I_0=\int_0^\infty\!\frac{e^{-x}dx}{(x+\sigma)^2},\qquad I_2=\int_0^\infty\!\frac{x^2e^{-x}dx}{(x+\sigma)^2}.$$

Then $\int V^2dq=4\pi^2(2d)I_0$ and $\int V^2q^2dq=4\pi^2I_2/(2d)$, so

$$\frac{\tau_{tr}}{\tau_q}=2k_F^2\,\frac{\int V^2dq}{\int V^2q^2dq}=8(k_Fd)^2\,\frac{I_0}{I_2}.$$

Let $F=\int_0^\infty e^{-x}dx/(x+\sigma)=e^\sigma E_1(\sigma)$, with $E_1$ the exponential integral. Integration by parts gives $I_0=1/\sigma-F$. Writing $x^2=(x+\sigma)^2-2\sigma(x+\sigma)+\sigma^2$ gives

$$I_2=1-2\sigma F+\sigma^2I_0=1+\sigma-(\sigma^2+2\sigma)F .$$

For $\sigma\gg1$, use $(x+\sigma)^{-2}\approx\sigma^{-2}(1-2x/\sigma)$. Then $I_0\approx\sigma^{-2}(1-2/\sigma)$ and $I_2\approx\sigma^{-2}(2-12/\sigma)$, so $I_0/I_2\approx\frac12(1+4/\sigma)$ and

$$\frac{\tau_{tr}}{\tau_q}\approx4(k_Fd)^2\left(1+\frac{2}{q_sd}\right).$$

For $\sigma\ll1$, $I_0\to1/\sigma$ and $I_2\to1$, which gives

$$\frac{\tau_{tr}}{\tau_q}\to\frac{4k_F^2d}{q_s}.$$

This exceeds $(k_Fd)^2$ by the large factor $4/(q_sd)$. The bare $1/q$ potential then feeds very small angles, down to $q\sim q_s$, which shorten $\tau_q$ but hardly turn the electron. The order $(k_Fd)^2$ thus requires $q_sd$ of order one or more. This weak-screening limit is a formal one: together with $k_Fd\gg1$ it needs $k_F\gg q_s=2$, a density far beyond what a single-subband layer with the parameters used below can hold.

Within this model, finite screening can only raise the ratio above its strong-screening value. The factor $w=(q+q_s)^{-2}$ falls with $q$ while $q^2$ rises, so $(w-w')(q^2-q'^2)\le0$ for any pair $q,q'$. Averaging over both with the strong-screening weight gives $\langle wq^2\rangle\le\langle w\rangle\langle q^2\rangle$, hence $2k_F^2\langle w\rangle/\langle wq^2\rangle\ge2k_F^2/\langle q^2\rangle$. The argument holds for the full angular integrals too.

## A second road, in real space

The transform pair $1/\sqrt{r^2+d^2}\leftrightarrow2\pi e^{-qd}/q$, differentiated with respect to $-d$ and halved, shows that $\pi e^{-qd}$ belongs to $v(r)=\frac d2(r^2+d^2)^{-3/2}$. An electron passing on a straight line at impact parameter $b$ collects the phase

$$\phi(b)=\frac1{k_F}\int_{-\infty}^{\infty}v\,ds=\frac{d}{k_F(b^2+d^2)},$$

since $\int ds\,(s^2+c^2)^{-3/2}=2/c^2$. The scattered part of the wave is $e^{i\phi}-1$, with weight $2(1-\cos\phi)\approx\phi^2$. The electron meets $n_ik_F\,db$ donors per unit time, so

$$\frac1{\tau_q}=n_ik_F\int_{-\infty}^{\infty}\phi^2db=n_ik_F\,\frac{d^2}{k_F^2}\,\frac{\pi}{2d^3}=\frac{\pi n_i}{2k_Fd}.$$

The classical sideways kick has size $|\partial_b\phi|$, so the deflection is $\delta\theta=2bd/[k_F^2(b^2+d^2)^2]$. With $\int b^2(b^2+d^2)^{-4}db=\pi/(16d^5)$,

$$\frac1{\tau_{tr}}=n_ik_F\int_{-\infty}^{\infty}\frac{\delta\theta^2}2\,db=\frac{n_ik_F}{2}\cdot\frac{4d^2}{k_F^4}\cdot\frac{\pi}{16d^5}=\frac{\pi n_i}{8k_F^3d^3}.$$

Both rates agree with the momentum-space results.

This picture also shows where the Born treatment strains. One donor gives a phase of at most $1/(k_Fd)$, which is small. But many donors overlap. Their summed potential has a correlation function proportional to the transform of $e^{-2qd}$, that is to $(r^2+4d^2)^{-3/2}$, with correlation length $\int_0^\infty(1+r^2/4d^2)^{-3/2}dr=2d$. A golden-rule $\tau_q$ needs a quantum mean free path much longer than this. With electron density $n=k_F^2/2\pi$ and strong screening,

$$l_q=k_F\tau_q=\frac{2k_F^2d}{\pi n_i}=4d\,\frac n{n_i}.$$

For $n_i=n$ this is just twice the correlation length, so $\tau_q$ is then an estimate. The diffusion of direction needs a weaker condition, that the path stay nearly straight over $2d$.

## Numbers and comparison

Take round model parameters: $m=0.07$ electron masses, $\kappa=13$, $n=n_i=3\times10^{11}\ \mathrm{cm^{-2}}$, $d=40$ nm. The length unit is 9.828 nm and the time unit 0.0584 ps, so $n=0.2897$ and $d=4.070$. Then $k_F=\sqrt{2\pi n}=1.349$, $k_Fd=5.49$ and $q_sd=8.14$.

The leading formulas give $\tau_q=2(5.492)/(\pi\times0.2897)=12.07$ units, or 0.705 ps, and a ratio $4(5.492)^2=120.6$, hence $\tau_{tr}=85.0$ ps. The levels of approximation compare as follows.

| Treatment | $\tau_{tr}/\tau_q$ |
|---|---|
| strong screening, small angles | 120.6 |
| strong screening, all angles | 119.3 |
| finite screening, small angles | 148.2 |
| finite screening, all angles | 146.9 |

The third entry is $8(5.492)^2\times0.003378/0.005499$. Large angles matter at the one per cent level, and finite screening raises the ratio by 23%. The full integrals give $\tau_q=0.79$ ps and $\tau_{tr}=115$ ps. A numerical solution of the Boltzmann equation on a discretized Fermi circle gives the same $\tau_{tr}$. Both times exceed their leading values because $1/(q+q_s)<1/q_s$. The transport time gains more because its integral favours larger $q$.

The mobility $e\tau_{tr}/m$ is $2.9\times10^6\ \mathrm{cm^2/(V\,s)}$, and the rms deflection is about $6.7^\circ$. The quantum mean free path is 178 nm against a strong-screening correlation length $2d$ of 80 nm, so the marginal case just described applies to $\tau_q$.

For spacers of 20, 40 and 80 nm the ratio is 41.7, 146.9 and 538, or 5.54, 4.87 and 4.46 times $(k_Fd)^2$. The coefficient moves toward 4 as $q_sd$ grows. This scan holds $n$ fixed. With $n_i=n$ the potential drop across the spacer is $ne^2d/(\kappa\varepsilon_0)$, or 0.33 eV at 80 nm, and the band offset of the barrier limits it. In an ungated, singly doped structure $n$ therefore falls roughly as $1/d$, and the ratio grows roughly as $d$ rather than $d^2$.

The zero-thickness assumption also matters at these parameters. A Fang–Howard wave function at this density has its centroid about 12 nm from the interface, which moves the electrons farther from the donors and raises the ratio to about 190 for the same spacer. Two other effects outside the model lower the ratio. If donor positions are correlated, $V^2$ is multiplied by a structure factor $S(q)$. When $S$ rises with $q$, the same argument, with $S$ in place of $w$ and the screened weight in the averages, gives the opposite inequality $\langle Sq^2\rangle\ge\langle S\rangle\langle q^2\rangle$, so the ratio falls below its uncorrelated value: small-angle scattering is removed preferentially. The model form $S=q^2/(q^2+d^{-2})$ brings the ratio from 147 to 47.

Impurities inside the layer have no factor $e^{-qd}$ and, at the electron density used here, scatter through large angles. In the Born approximation, a density of only $n/1000$ adds 1.35% to the quantum rate but 1.29 times the remote-donor transport rate, and the ratio falls to 65. These figures are rough, because a charge inside the layer scatters too strongly for the Born approximation to be accurate: the Born s-wave phase shift is about 0.9 rad, and the sign of the charge then matters. A partial-wave treatment of the same screened potential gives a ratio near 60 for attractive and near 100 for repulsive impurities. If such impurities dominate $1/\tau_{tr}$ while remote donors still set $1/\tau_q\propto1/d$, then $\tau_{tr}$ is independent of $d$ while $\tau_q\propto d$, and at fixed $n$ the ratio falls roughly as $1/d$ instead of growing as $d^2$. This lasts until the in-layer impurities set $\tau_q$ as well, when the ratio levels off at their own value of order one. The factor $4(k_Fd)^2$ therefore describes a layer with $k_Fd\gg1$ and $q_sd\gg1$ in which uncorrelated remote donors limit both lifetimes. The numerical output below lists the values for the zero-thickness Born model.

## Calculated quantities

```
effective mass (electron masses): 0.07
dielectric constant: 13.0
electron and donor density (cm^-2): 3.00e+11
spacer d (nm): 40.0
effective length unit a* (nm): 9.828
effective time unit (ps): 0.05840
density n (1/a*^2): 0.2897
kF (1/a*): 1.3493
d (a*): 4.0702
kF d: 5.492
qs d: 8.140
sigma = 2 qs d: 16.281
I0(sigma): 0.003378
I2(sigma): 0.005499
ratio, leading 4 (kF d)^2: 120.6
ratio, strong screening, all angles: 119.3
ratio, small angles, finite screening: 148.2
ratio, all angles, finite screening: 146.9
tau_q, leading strong screening (ps): 0.705
tau_tr, leading strong screening (ps): 85.0
tau_q, full integral (ps): 0.786
tau_tr, full integral (ps): 115.4
tau_tr from Boltzmann solve (ps): 115.4
mobility (cm^2/(V s)): 2.900e+06
rms angle sqrt(2 tau_q/tau_tr) (deg): 6.69
largest phase from one donor (rad): 0.182
quantum mean free path (nm): 178.4
potential correlation length 2d (nm): 80.0
quantum path / correlation length: 2.23
d = 20 nm: kF d = 2.746, ratio = 41.7, ratio/(kF d)^2 = 5.536
d = 40 nm: kF d = 5.492, ratio = 146.9, ratio/(kF d)^2 = 4.871
d = 80 nm: kF d = 10.983, ratio = 538.2, ratio/(kF d)^2 = 4.462
ratio with correlated donors: 47.1
ratio with in-plane impurities n/1000: 65.1
in-plane / remote transport rate: 1.29
in-plane / remote quantum rate: 0.0135
```
